**Numerical tests of dipole-exchange spin waves in bulk and in films**

The program tests the Herring-Kittel law $\omega^2=\Omega(\Omega+\omega_M\sin^2\theta)$ and its film counterparts, where $\Omega=\omega_H+\omega_M\ell^2k^2$, $\omega_H=\gamma\mu_0H_0$, $\omega_M=\gamma\mu_0M_s$, $\ell^2=2A/(\mu_0M_s^2)$, and $\theta$ is the angle between wavevector and magnetization. It asserts that the bulk law agrees with modes from a numerical Hessian of the energy at three angles. A sum over point dipoles must reproduce the dipolar field, including the Lorentz field $\mathbf M/3$, which exerts no torque. For a 1 µm film without exchange, diagonalization on 100 layers must reproduce the backward-volume and Damon-Eshbach frequencies, the tested group velocities, the surface-mode profile and its change of side when the wave is reversed. For a 30 nm film with exchange, 24 layers must reproduce the thin-film law and the position of the backward branch's minimum. The output shows negative group velocity along the magnetization and a surface intensity ratio that grows from 2.6 at $kd=0.5$ to about 2800 at $kd=4$. In the thin film, the thin-film law departs from the layer result by at most 0.112% of its own value at the sampled points with $kd\le0.3$, and the group velocity changes from negative to positive across a minimum near $kd=0.19$.

## Verification by program

```python
"""Dipole-exchange spin waves in bulk and in an in-plane magnetized film.
Results under test (M along z, film normal x, |x| < d/2, SI units):
  bulk: w^2 = W (W + wM sin^2 theta), W = wH + wM ell^2 k^2
  film, k parallel to M, no exchange: q d = n pi + 2 arctan(k/q),
        w^2 = wH^2 + wH wM q^2/(q^2+k^2), group velocity negative
  film, k normal to M, no exchange:
        w^2 = wH (wH+wM) + wM^2 (1-exp(-2kd))/4, localized at one surface
  thin film with exchange: w^2 = (W + wM P sin^2 phi)(W + wM (1-P)),
        P = 1 - (1-exp(-kd))/(kd)
wH = gamma mu0 H0, wM = gamma mu0 Ms, ell^2 = 2A/(mu0 Ms^2).
Independent road: Hessian of the energy, sum over point dipoles, and
diagonalization of the dipolar integral operator on many layers.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

mu0 = const.mu_0
mu_bohr = const.physical_constants["Bohr magneton"][0]
g_factor, Ms, A_ex, B0 = 2.0, 1.5e5, 4e-12, 0.1
gamma = g_factor * mu_bohr / const.hbar
wH, wM = gamma * B0, gamma * mu0 * Ms
ell2 = 2 * A_ex / (mu0 * Ms**2)
w0 = np.sqrt(wH * (wH + wM))
GHz = 2 * np.pi * 1e9


def bulk_formula(k, theta):
    W = wH + wM * ell2 * k**2
    return np.sqrt(W * (W + wM * np.sin(theta)**2))


def bulk_from_energy(k, theta, n=15):
    """Normal modes from a numerical Hessian of the micromagnetic energy.
    The magnetization varies along k only, over one wavelength."""
    harmonics = np.fft.fftfreq(n, 1 / n)
    spectrum = 1j * k * harmonics[:, None] * np.fft.fft(np.eye(n), axis=0)
    derivative = np.fft.ifft(spectrum, axis=0).real

    def energy(v):
        ux, uy = v[:n], v[n:]
        uz = np.sqrt(1 - ux**2 - uy**2)
        grad = derivative @ np.column_stack((ux, uy, uz))
        along = np.sin(theta) * ux + np.cos(theta) * uz
        charge_field = Ms * (along - along.mean())
        total = (A_ex * np.sum(grad**2) - Ms * B0 * np.sum(uz)
                 + 0.5 * mu0 * np.sum(charge_field**2))
        return total / (mu0 * Ms**2)

    step = 1e-3
    unit = step * np.eye(2 * n)
    hess = np.zeros((2 * n, 2 * n))
    for i in range(2 * n):
        for j in range(i + 1):
            p, m = unit[i] + unit[j], unit[i] - unit[j]
            hess[i, j] = (energy(p) - energy(m) - energy(-m)
                          + energy(-p)) / (4 * step**2)
            hess[j, i] = hess[i, j]
    zero, one = np.zeros((n, n)), np.eye(n)
    rotation = np.block([[zero, -one], [one, zero]])
    freq = np.linalg.eigvals(rotation @ hess).imag
    freq = np.sort(freq[freq > 1e-6]) * wM
    # lowest: uniform precession; next two: waves +k and -k
    return freq[0], freq[1], freq[2]


def point_dipole_tensor(ka, theta, half=100):
    """Field per magnetization of a wave of point dipoles on a simple cubic
    lattice; Gaussian convergence factor removed by extrapolation."""
    eta = 0.008 * ka**2
    s = np.arange(-half, half + 1.0)
    x, y = np.meshgrid(s, s, indexing="ij")
    sums = np.zeros((2, 2))
    for z in s:
        r2 = x**2 + y**2 + z**2
        r2[r2 == 0] = np.inf
        phase = np.cos(ka * (np.sin(theta) * x + np.cos(theta) * z))
        damp = np.exp(-eta * r2)
        inv3 = r2**-1.5
        for col, coord in enumerate((x, y)):
            term = (3 * coord**2 / r2 - 1) * inv3 * phase * damp
            sums[0, col] += term.sum()
            sums[1, col] += (term * damp).sum()
    return (2 * sums[0] - sums[1]) / (4 * np.pi)


def layer_modes(k, d, n, sin_phi, exchange):
    """Positive frequencies and modes of a film cut into n layers."""
    a = d / n
    x = (np.arange(n) + 0.5) * a - d / 2
    dx = x[:, None] - x[None, :]
    S = np.exp(-k * abs(dx)) * 2 * np.sinh(k * a / 2)**2 / (k * a)
    np.fill_diagonal(S, 1 + np.expm1(-k * a) / (k * a))
    T = np.sign(dx) * S
    one = np.eye(n)
    lap = (np.eye(n, k=1) + np.eye(n, k=-1) - 2 * one) / a**2
    lap[0, 0] = lap[-1, -1] = -1 / a**2      # free surface spins
    W = wH * one + wM * exchange * (k**2 * one - lap)
    hxx, hxy, hyy = S - one, -1j * sin_phi * T, -sin_phi**2 * S
    matrix = 1j * np.block([[wM * hxy, -W + wM * hyy],
                            [W - wM * hxx, -wM * hxy]])
    val, vec = np.linalg.eig(matrix / wM)
    keep = np.where(val.real > 1e-6)[0]
    keep = keep[np.argsort(val.real[keep])]
    return val.real[keep] * wM, vec[:, keep], x


def backward_formula(k, d, n):
    """Frequency, group velocity and q d of backward-volume branch n."""
    def kd_of(u):
        return u * (n * np.pi + 2 * np.arctan(u))
    u = brentq(lambda t: kd_of(t) - k * d, 1e-9, 10 + k * d, xtol=1e-14)
    w = np.sqrt(wH**2 + wH * wM / (1 + u**2))
    dw = -wH * wM * u / (w * (1 + u**2)**2)
    dkd = n * np.pi + 2 * np.arctan(u) + 2 * u / (1 + u**2)
    return w, d * dw / dkd, k * d / u


def surface_formula(k, d):
    """Frequency, group velocity, R and top/bottom intensity ratio."""
    w = np.sqrt(w0**2 + wM**2 * (1 - np.exp(-2 * k * d)) / 4)
    v = wM**2 * d * np.exp(-2 * k * d) / (4 * w)
    R = wM / (2 * (w + wH) + wM)
    ratio = np.exp(2*k*d) * (1 + R**2 * np.exp(-4*k*d)) / (1 + R**2)
    return w, v, R, ratio


def thin_formula(k, d, sin_phi):
    W = wH + wM * ell2 * k**2
    P = 1 + np.expm1(-k * d) / (k * d)
    return np.sqrt((W + wM * P * sin_phi**2) * (W + wM * (1 - P)))


print(f"g = {g_factor:.1f}, Ms = {Ms:.2e} A/m, A = {A_ex:.1e} J/m")
print(f"mu0 H0 = {B0:.3f} T, mu0 Ms = {mu0*Ms:.4f} T")
print(f"gamma/2pi = {gamma/GHz:.3f} GHz/T")
print(f"exchange length ell = {np.sqrt(ell2)*1e9:.2f} nm")
print(f"wH/2pi = {wH/GHz:.4f} GHz, wM/2pi = {wM/GHz:.4f} GHz")
print(f"w0/2pi = {w0/GHz:.4f} GHz")
print(f"surface limit (wH+wM/2)/2pi = {(wH+wM/2)/GHz:.4f} GHz")

# Bulk law against the energy Hessian
k_bulk = 3e7
print(f"Bulk, k = {k_bulk:.1e} 1/m, ell^2 k^2 = {ell2*k_bulk**2:.4f}")
for degrees in (0, 50, 90):
    angle = np.radians(degrees)
    uniform, plus, minus = bulk_from_energy(k_bulk, angle)
    expected = bulk_formula(k_bulk, angle)
    assert abs(uniform / wH - 1) < 1e-4
    assert abs(plus / expected - 1) < 1e-4
    assert abs(minus / expected - 1) < 1e-4
    print(f" theta {degrees:2d} deg: formula {expected/GHz:.4f} GHz, "
          f"energy Hessian {plus/GHz:.4f} GHz")

# Dipolar field of the wave against point dipoles; the tolerance covers
# the finite lattice spacing (k times spacing = 0.3)
angle = np.radians(50)
Dxx, Dyy = point_dipole_tensor(0.3, angle)
assert abs(Dxx - (1 / 3 - np.sin(angle)**2)) < 0.02
assert abs(Dyy - 1 / 3) < 0.02
print(f"Point dipoles, 50 deg: hx/mx = {Dxx:.4f}, hy/my = {Dyy:.4f}")
print(f" continuum + Lorentz: {1/3-np.sin(angle)**2:.4f}, {1/3:.4f}")

# Magnetostatic film
d, layers = 1e-6, 100
print(f"Magnetostatic film, d = {d*1e6:.1f} um")
print("Backward n=0: kd, qd, f (GHz), layers f (GHz), vg (km/s)")
for kd in (0.5, 1.0, 2.0, 4.0):
    k = kd / d
    found = layer_modes(k, d, layers, 0.0, 0.0)[0]
    for n in range(3):
        w, v, qd = backward_formula(k, d, n)
        assert abs(found[n] / w - 1) < 2e-3
        assert v < 0
    w, v, qd = backward_formula(k, d, 0)
    up = layer_modes(1.01 * k, d, layers, 0.0, 0.0)[0]
    down = layer_modes(0.99 * k, d, layers, 0.0, 0.0)[0]
    slopes = (up[:3] - down[:3]) / (0.02 * k)
    assert np.all(slopes < 0)
    assert abs(slopes[0] / v - 1) < 0.01
    print(f" {kd:.1f} {qd:.4f} {w/GHz:.4f} {found[0]/GHz:.4f} {v/1e3:.4f}")
w1, v1, qd1 = backward_formula(1 / d, d, 1)
print(f"Backward n=1, kd=1: qd = {qd1:.4f}, f = {w1/GHz:.4f} GHz, "
      f"vg = {v1/1e3:.4f} km/s")
with_exchange = layer_modes(1 / d, d, layers, 0.0, ell2)[0][0]
without = backward_formula(1 / d, d, 0)[0]
assert 0 < with_exchange / without - 1 < 5e-3
print(f"Exchange shift, n=0, kd=1: {(with_exchange-without)/GHz*1e3:.2f} MHz")

print("Surface mode: kd, f (GHz), layers f (GHz), vg (km/s), R, top/bottom")
for kd in (0.5, 1.0, 2.0, 4.0):
    k = kd / d
    w, v, R, ratio = surface_formula(k, d)
    found, vec, x = layer_modes(k, d, layers, 1.0, 0.0)
    assert abs(found[-1] / w - 1) < 2e-3
    mx, my = vec[:layers, -1], vec[layers:, -1]
    larmor, counter = (mx - 1j * my) / 2, (mx + 1j * my) / 2
    slope = np.log(abs(larmor[-1] / larmor[0])) / (x[-1] - x[0])
    assert abs(slope / k - 1) < 0.02
    predicted = -R * np.exp(-kd - 2 * k * x[0])
    assert abs(counter[0] / larmor[0] / predicted - 1) < 0.03
    found_r, vec_r, _ = layer_modes(k, d, layers, -1.0, 0.0)
    power = abs(vec_r[:layers, -1])**2 + abs(vec_r[layers:, -1])**2
    assert abs(found_r[-1] / w - 1) < 2e-3
    assert power[0] > power[-1] and ratio > 1
    if kd <= 2:
        up = layer_modes(1.01 * k, d, layers, 1.0, 0.0)[0][-1]
        down = layer_modes(0.99 * k, d, layers, 1.0, 0.0)[0][-1]
        assert abs((up - down) / (0.02 * k) / v - 1) < 0.03
    print(f" {kd:.1f} {w/GHz:.4f} {found[-1]/GHz:.4f} {v/1e3:.4f} "
          f"{R:.4f} {ratio:.4g}")

# Initial slopes; tolerance covers the finite kd = 0.02
v_back0, v_surf0 = -wH * wM * d / (4 * w0), wM**2 * d / (4 * w0)
k = 0.02 / d
for sin_phi, index, limit in ((0.0, 0, v_back0), (1.0, -1, v_surf0)):
    up = layer_modes(1.1 * k, d, layers, sin_phi, 0.0)[0][index]
    down = layer_modes(0.9 * k, d, layers, sin_phi, 0.0)[0][index]
    assert abs((up - down) / (0.2 * k) / limit - 1) < 0.07
print(f"vg at k->0: backward {v_back0/1e3:.4f} km/s, "
      f"surface {v_surf0/1e3:.4f} km/s")

# Thin film with exchange
d_thin, n_thin = 30e-9, 24
worst = 0.0
for kd in (0.05, 0.1, 0.2, 0.3):
    for sin_phi in (0.0, np.sqrt(0.5), 1.0):
        k = kd / d_thin
        found = layer_modes(k, d_thin, n_thin, sin_phi, ell2)[0][0]
        error = abs(found / thin_formula(k, d_thin, sin_phi) - 1)
        worst = max(worst, error)
assert worst < 5e-3
print(f"Thin film with exchange, d = {d_thin*1e9:.0f} nm")
print(f"largest relative error of thin-film law, kd<=0.3: {worst:.2e}")


def layer_backward(kd):
    return layer_modes(kd / d_thin, d_thin, n_thin, 0.0, ell2)[0][0] / wM


opts = {"xatol": 1e-5}
kd_layers = minimize_scalar(layer_backward, bounds=(0.02, 0.6),
                            method="bounded", options=opts).x
kd_law = minimize_scalar(lambda t: thin_formula(t/d_thin, d_thin, 0.0)/wM,
                         bounds=(0.02, 0.6), method="bounded",
                         options=opts).x
stiffness = ell2 * (2 * wH + wM) + wH * d_thin**2 / 6
k_estimate = wH * d_thin / (4 * stiffness)
assert abs(kd_law / kd_layers - 1) < 0.02
# the estimate drops cubic terms in kd, worth several per cent here
assert abs(k_estimate * d_thin / kd_layers - 1) < 0.10
print(f"kd at minimum: layers {kd_layers:.4f}, thin-film law {kd_law:.4f}, "
      f"estimate {k_estimate*d_thin:.4f}")
print(f"k at minimum: layers {kd_layers/d_thin:.3e} 1/m, "
      f"estimate {k_estimate:.3e} 1/m")
print(f"f at minimum (layers) = {layer_backward(kd_layers)*wM/GHz:.4f} GHz")
velocities = []
for kd in (0.05, 0.40):
    dw = (layer_backward(1.02 * kd) - layer_backward(0.98 * kd)) * wM
    velocities.append(dw * d_thin / (0.04 * kd))
    print(f" vg at kd = {kd:.2f} (layers): {velocities[-1]:.2f} m/s")
assert velocities[0] < 0 < velocities[1]

print("OK")
```

It prints:

```
g = 2.0, Ms = 1.50e+05 A/m, A = 4.0e-12 J/m
mu0 H0 = 0.100 T, mu0 Ms = 0.1885 T
gamma/2pi = 27.992 GHz/T
exchange length ell = 16.82 nm
wH/2pi = 2.7992 GHz, wM/2pi = 5.2765 GHz
w0/2pi = 4.7546 GHz
surface limit (wH+wM/2)/2pi = 5.4375 GHz
Bulk, k = 3.0e+07 1/m, ell^2 k^2 = 0.2546
 theta  0 deg: formula 4.1429 GHz, energy Hessian 4.1429 GHz
 theta 50 deg: formula 5.4764 GHz, energy Hessian 5.4765 GHz
 theta 90 deg: formula 6.2469 GHz, energy Hessian 6.2469 GHz
Point dipoles, 50 deg: hx/mx = -0.2540, hy/my = 0.3340
 continuum + Lorentz: -0.2535, 0.3333
Magnetostatic film, d = 1.0 um
Backward n=0: kd, qd, f (GHz), layers f (GHz), vg (km/s)
 0.5 0.9602 4.4108 4.4108 -3.8103
 1.0 1.3065 4.1412 4.1412 -3.0022
 2.0 1.7207 3.7574 3.7574 -1.9169
 4.0 2.1537 3.3400 3.3400 -0.8722
Backward n=1, kd=1: qd = 3.6732, f = 4.6462 GHz, vg = -1.1276 km/s
Exchange shift, n=0, kd=1: 1.91 MHz
Surface mode: kd, f (GHz), layers f (GHz), vg (km/s), R, top/bottom
 0.5 5.1967 5.1967 3.0959 0.2481 2.582
 1.0 5.3502 5.3502 1.1062 0.2446 6.98
 2.0 5.4257 5.4257 0.1476 0.2429 51.56
 4.0 5.4373 5.4373 0.0027 0.2426 2815
vg at k->0: backward -4.8797 km/s, surface 9.1980 km/s
Thin film with exchange, d = 30 nm
largest relative error of thin-film law, kd<=0.3: 1.12e-03
kd at minimum: layers 0.1905, thin-film law 0.1905, estimate 0.1801
k at minimum: layers 6.350e+06 1/m, estimate 6.004e+06 1/m
f at minimum (layers) = 4.6813 GHz
 vg at kd = 0.05 (layers): -107.21 m/s
 vg at kd = 0.40 (layers): 151.93 m/s
OK
```
